Negative charge-transfer energy in a square metal–ligand cluster, part 2

A metal ion (d orbitals at ε_d) sits in a square of four ligands (p orbitals at ε_p), group D4h. Two holes, L if on ligands, form d^8, d^9L or d^10L². When is the ground state mainly d^9L, with what symmetry, and when is the antibonding b1g orbital σ* mainly ligand? H = H0 + V, V being metal–ligand hopping (pdσ, pdπ); H0 has ligand–ligand hopping (ppσ, ppπ) and d-shell repulsion (Racah A, B, C). n_L counts ligand holes. A program tests the results. Algebra is in atomic units, numbers in eV:

A = 6.0, B = 0.15, C = 0.6, pdσ = 1.5, pdπ = −0.7, ppσ = 0.6, ppπ = −0.15 eV.

Relative to a d hole, ligand holes cost ε_γ: ε_L = ε_d − ε_p − T_pp (b1g, a2g), ε_L + T_pp (eg), ε_L + 2T_pp (a1g, b2g); T_pp = ppσ − ppπ. Hole hopping is −T_γ, T ≡ T(b1g); a2g, a2u, b2u and two eu sets are nonbonding.

**(b)** One b1g hole, (cos θ, sin θ) on (d, L), has

h = [[0, −T], [−T, ε_L]],

E1 = ε_L/2 − √(ε_L²/4 + T²),

sin²θ = ½ [1 − ε_L/√(ε_L² + 4T²)].

**(c)** C_ij is the amplitude of holes i↑, j↓. The lowest d^8 term is ³F at A − 8B; its ³B1g state has holes in b = x²−y² and z². Two b holes repel by

U = A + 4B + 3C.

Δ = ε_L − (A − 8B), Δ_S = ε_L − U.

**(d)** An eigenstate's parts share one term symbol; slope rule:

dE_Γ/dΔ = ⟨n_L⟩_Γ.

**(e)** For weights w and mean H0 energies Ē of the even and odd n_L parts,

w_o/w_e = (Ē_e − E)/(Ē_o − E).

**(f)** The three-state model has b1g orbitals only, with amplitudes (a, b, c) on |dd⟩, |s⟩ = (|dL⟩ + |Ld⟩)/√2, |LL⟩:

(U − E)a = √2 T b,

(ε_L − E)b = √2 T (a + c),

(2ε_L − E)c = √2 T b.

Window:

b² > ½ for −U ≤ Δ_S ≤ 0, U > 0, and any T > 0.

**(g) Without pd hopping and at negative Δ, many d^9L states compete. Which symmetry does the hopping select, and what can overturn the choice?**

*Solution.* At V = 0 and 0 < ε_L < A − 8B, any d hole combined with a b1g or a2g ligand hole, in either spin state, has the lowest energy ε_L. Three competitors matter.

The first is the triplet partner ³A1g from (f). It has one hole on d and one on the ligands, so the Coulomb term does not act, and V annihilates it. It stays at ε_L exactly. The reason is that V keeps both holes in the b1g orbitals, where |dd⟩ and |LL⟩ put two holes in the same spatial orbital and cannot form a triplet. The symbol ³A1g is absent from d^8 but does occur once in d^10L², with one hole in each of the two nonbonding eu sets, and V does not reach that state. The singlet is pushed down by both neighbours; in the three-state model, inserting a and c in the middle equation gives

ε_L − E = 2T²/(U − E) + 2T²/(2ε_L − E),

and for small T, setting E = ε_L on the right,

ε_L − E ≈ 2T² [1/(U − ε_L) + 1/ε_L] for 0 < ε_L < U.

The program tests this form at small T to one per cent of the lowering, and tests that ε_L is a level of the ³A1g sector.

The second is a hole in a nonbonding orbital. Let the a2g hole energy be lowered to ε_L − δ, which imitates any effect outside the model that raises the π lone pairs. No term of H moves a hole in or out of a2g, so its occupation is conserved. With one hole there, the other hole is alone and takes the energy E1. The result is a degenerate singlet and triplet of symmetry b1g × a2g = B2g at E1 + ε_L − δ. The ¹A1g state of energy E_S, which does not contain a2g, is lower when

δ < δ_c = E1 + ε_L − E_S.

A bound on δ_c follows from restricting the singlet to |s⟩ and |LL⟩. That 2 × 2 matrix is ε_L plus [[0, −√2T], [−√2T, ε_L]], the one-hole matrix with T² replaced by 2T². Since the true state has a ≠ 0,

E_S < ε_L + ε_L/2 − √(ε_L²/4 + 2T²),

and inserting E1,

δ_c > √(ε_L²/4 + 2T²) − √(ε_L²/4 + T²) > 0.

At δ = 0 the ¹A1g state lies below every state with one nonbonding hole, for any Δ and any U, because no nonbonding hole lies below ε_L. It also lies below the states with two nonbonding holes, whose energy is at least 2ε_L > E_S. Multiplying the bound by the sum of the two roots gives T², so it decays as T²/|ε_L| for large |ε_L|; for ε_L → −∞, E_S ≈ 2ε_L − 2T²/|ε_L| and E1 ≈ ε_L − T²/|ε_L| show that δ_c itself decays in this way. Sufficiently deep in the negative regime even a small lone-pair offset moves a hole out of the σ system, but for the parameters used here δ_c is still 1.2 eV at Δ = −8 eV. The state with both holes in a2g, at 2(ε_L − δ), lies below the B2g states when ε_L − δ < E1. It is ¹A1g, yet it can cross the hybridized singlet, because the conserved a2g occupation keeps the two from mixing.

The third competitor is the high-spin state. For Δ → +∞ the ground state comes from ³F. In second order a hole hops from d_γ to its ligand partner and back, and the intermediate state has no interaction, so the effective operator in the ³F manifold is −Σ_γ g_γ n_γ with g_γ = T_γ²/(ε_γ − A + 8B). A triplet, taken with S_z = 1, has at most one hole per orbital, so its gain cannot exceed the sum of the two largest g. For large Δ these are b1g and a1g, since T² = 6.75, 2.25, 1.96 and 0.98 eV² for b1g, a1g, b2g and eg. The ³B1g state of part (c) has exactly these occupations and is pure ³F, so it is the ground state. For Δ → −∞ the ¹A1g state tends to 2ε_L and the b1g–a1g triplet to 2ε_L + 2T_pp, so the singlet is lower. By continuity the two levels cross at least once. The crossing need not lie at positive Δ. For weak hopping and 0 < ε_L < A − 8B, the ³B1g state with the d hole in z² and the ligand hole in b1g starts at ε_L and is lowered in second order by T²/|Δ| + T(a1g)²/(ε_L + 2T_pp). As Δ approaches zero from below the first term grows without bound, while the singlet lowering stays finite. It is 2T²[1/(U − ε_L) + 1/ε_L] in the three-state model; in the full cluster 1/(U − ε_L) is replaced by an average of such terms over the d^8 singlets, which all lie above A − 8B. So for weak hopping the triplet remains below the singlet over part of the negative range. The position has no closed form in this model and is computed in part (i).

The term selected at sufficiently low Δ is thus ¹A1g, the symmetry of low-spin d^8 with both holes in x²−y², and it differs from the ³B1g component of the Hund's-rule term ³F that the hopping selects in the ionic limit. The remaining states with both holes in bonding symmetries do not compete for Δ → −∞, because they tend to 2ε_L + T_pp or higher.

**(h) With interaction there is no unique σ* orbital. For the three-state singlet, find when it is mainly ligand according to the leading natural orbital, restricted Hartree–Fock, and the Dyson orbital for adding an electron. How does the full multiplet structure change the first result?**

*Solution.* Set β = b/√2, so that C = [[a, β], [β, c]]. The equations of (f) give

a = αβ, α = 2T/(U − E), c = γβ, γ = 2T/(2ε_L − E).

Natural orbital. The density matrix of the up hole is C Cᵀ = C², so the natural orbitals are the eigenvectors of C, with occupations λ². The eigenvalues are λ± = (a + c)/2 ± √((a − c)²/4 + β²), and a + c > 0 makes λ+ the larger in magnitude. The matrix −C has the form of the one-hole matrix, with β for T and a − c for ε_L, up to a constant. The formula of part (b) then gives the ligand weight

f_NO = ½ [1 + (c − a)/√((c − a)² + 4β²)].

This orbital has d and L in phase, as the σ* hole orbital of (b), and it is the b1g natural orbital with the fewest electrons. It is mainly ligand when c > a, that is γ > α, that is 2ε_L < U:

f_NO > ½ if and only if Δ_S < −U/2.

The same condition makes the ligand hole count b² + 2c² exceed the d hole count b² + 2a².

Restricted Hartree–Fock. Put both holes in √x d + √(1−x) L; equal signs are optimal because the hopping is negative. The energy is twice the one-hole expectation value plus U times the probability x² of finding both holes on d:

E(x) = Ux² + 2ε_L(1 − x) − 4T√(x(1−x)),

E'(x) = 2Ux − 2ε_L − 2T(1 − 2x)/√(x(1−x)),

E''(x) = 2U + T/[x(1−x)]^(3/2) > 0.

E' rises from −∞ to +∞, so the minimum is unique, and it lies at x < ½ exactly when E'(½) = U − 2ε_L > 0. The threshold is again Δ_S = −U/2. The condition E' = 0 reads ε_L − Ux = T(2x − 1)/√(x(1−x)), which is the relation ε_L = 2T cot 2θ of part (b) with x = cos²θ and the d-hole level raised by Ux. In mean field the ligand field is inverted when the self-consistent level difference ε_L − Ux is negative.

Dyson orbital. Adding a down electron removes the down hole and leaves the up hole in the one-hole ground state φ = (cos θ, sin θ). The amplitude for removal from orbital j is g_j = Σ_i φ_i C_ij. With t = tan θ = T/(ε_L − E1),

g_d = β cos θ (α + t), g_L = β cos θ (1 + γt),

f_D = (1 + γt)²/[(1 + γt)² + (α + t)²],

and f_D > ½ if and only if 1 − α > t(1 − γ). At U = 0, E = 2E1, so α = T/(−E1) = 1/t and γ = T/(ε_L − E1) = t. The condition 1 + t² > (1 + t²)/t is t > 1, or Δ_S = ε_L < 0, and all three definitions agree with part (b). For U ≫ T and Δ_S of order T, both t and γ are of order T/U and the condition becomes α < 1, or p ≡ U − E > 2T. The secular equation of (g) becomes Δ_S + p = 2T²/p up to O(T²/U). Its root p grows as Δ_S falls and equals 2T at Δ_S = −T. The Dyson threshold tends to Δ_S = −T, far above −U/2. The reason is visible at T → 0 inside the window: the ground state is d^9L, the state with one more electron is d^9, and the added electron fills the ligand hole, while the two natural orbitals are even mixtures of d and L with one hole each.

Full multiplet. In a ¹A1g state C is block diagonal in the orbital symmetries. Project the eigenvalue equation on |bb⟩ and define U_eff by U_eff C_bb = Σ_kl ⟨bb|kl⟩ C_kl. The first equation of (f) holds with U_eff in place of U and the third is unchanged. As long as the leading natural orbital is of b1g symmetry, the threshold is 2ε_L = U_eff. The other blocks couple to the b1g block only through |bb⟩, by a vector k of Coulomb integrals. Solving for their amplitudes gives

U_eff = U − kᵀ(H' − E)⁻¹ k,

where H' is H restricted to those blocks. Its eigenvalues lie above the lowest level E by the variational principle, so U_eff < U, and the inversion needs a lower Δ than in the three-state model. The program tests the two thresholds at −U/2 by root finding, the formula for f_D, its two limits, and the relation 2ε_L = U_eff at the full threshold.

**(i) Work out Δ = −2 eV in the three-state model, compare with the full cluster, and read off the course of the ground state from Δ = +8 to −8 eV.**

*Solution.* Here ε_L = −2 + 4.80 = 2.80 eV, Δ_S = 2.80 − 8.40 = −5.60 eV, and the diagonal is (8.40, 2.80, 5.60) eV with 2T² = 13.5 eV². The root E = −0.7844 eV satisfies the secular equation:

2.80 + 0.7844 = 3.5844,

13.5/9.1844 + 13.5/6.3844 = 1.4699 + 2.1145 = 3.5844.

Then α = 5.1962/9.1844 = 0.5658 and γ = 5.1962/6.3844 = 0.8139. The ratios a²/b² = α²/2 = 0.160 and c²/b² = γ²/2 = 0.331 give b² = 1/1.491 = 0.671, a² = 0.107 and c² = 0.222, with amplitudes a = 0.3276, b = 0.8189, c = 0.4713.

The natural orbital has c − a = 0.1437 and 4β² = 2b² = 1.341, so f_NO = ½[1 + 0.1437/1.167] = 0.562. The one-hole energy is E1 = 1.40 − √(1.96 + 6.75) = −1.5513 eV, so t = 2.5981/4.3513 = 0.5971. The Dyson amplitudes are in the ratio 1 + 0.8139 · 0.5971 = 1.486 to 0.5658 + 0.5971 = 1.163, and f_D = 2.208/(2.208 + 1.352) = 0.620. Hartree–Fock gives the ligand weight 0.574; with x = 0.426 the level difference is 2.80 − 8.40 · 0.426 = −0.78 eV, and part (b) returns ½[1 + 0.78/√(0.61 + 27)] = 0.574.

The full cluster has a ¹A1g ground state at −0.8249 eV with weights 0.118, 0.665 and 0.217. The three-state energy is 0.04 eV higher, about one per cent of the lowering ε_L − E_S. The identity of (e) uses Ē_o = 2.8011 eV and Ē_e = 6.3632 eV:

w_o/w_e = 7.188/3.626 = 1.982, w_o = 1.982/2.982 = 0.665.

That Ē_o exceeds ε_L by only 0.001 eV shows that the d^9L part is almost purely b1g. The ligand fractions are 0.555 (natural) and 0.611 (Dyson), and U_eff = 8.035 eV. The competitors of part (g) lie as follows. The ³A1g partner is 2.80 + 0.825 = 3.625 eV (0.1332 hartree) above the ground state and ³B1g is 1.049 eV above it. The critical lone-pair offset is δ_c = −1.5513 + 2.80 + 0.8249 = 2.074 eV (0.0762 hartree); the bound √15.46 − √8.71 = 0.981 eV is satisfied and is about half of it. At δ_c the a2g hole energy 2.80 − 2.07 eV is still above E1, so the B2g pair is the first to cross. The program tests that the ground state is ¹A1g at 0.05 eV below δ_c and B2g at 0.05 eV above. At Δ = −2 eV all three properties hold together: the state is two thirds d^9L, has a d^8 term symbol, and has a σ* orbital that is more ligand than metal by each definition.

The scan gives, for the lowest ¹A1g state,

Δ/eV: w(d^8), w(d^9L), w(d^10L²); f_NO, f_D

+8: 0.80, 0.19, 0.01; 0.12, 0.13

+4: 0.52, 0.45, 0.03; 0.27, 0.30

+2: 0.34, 0.59, 0.07; 0.37, 0.42

0: 0.21, 0.67, 0.13; 0.46, 0.53

−2: 0.12, 0.66, 0.22; 0.56, 0.61

−4: 0.06, 0.59, 0.35; 0.65, 0.68

−6: 0.03, 0.47, 0.50; 0.74, 0.75

−8: 0.02, 0.34, 0.65; 0.82, 0.82

The energies obey the slope rule of (d): between Δ = 0 and −2 eV the singlet falls from 1.195 to −0.825 eV, a slope of 1.01, while ⟨n_L⟩ = w(d^9L) + 2w(d^10L²) goes from 0.92 to 1.10. The triplet falls from 1.619 to 0.224 eV, a slope of 0.70, so it holds fewer ligand holes and is left behind.

The ³B1g and ¹A1g levels cross at Δ = 1.224 eV (0.0450 hartree), on the positive side. The program tests that the ground state is ³B1g at each integer Δ above this value and ¹A1g at each one below. For these parameters nothing happens to the symmetry at Δ = 0: the label is ¹A1g on both sides, and the change from high to low spin has taken place earlier. The d^9L weight of the singlet already exceeds ½ at Δ = +2 eV, where Δ_S is negative and Δ is not. It passes a maximum, near two thirds among the printed points, and is below ½ at Δ = −6 eV, where ε_L is negative and d^10L² has the larger weight. The ligand weight of σ* rises at every step of the scan. It reaches ½ at Δ = −0.600 eV (natural orbital and Hartree–Fock, Δ_S = −4.200 eV) and Δ = 0.932 eV (Dyson, Δ_S = −2.668 eV) in the three-state model, and at −0.807 eV and 0.510 eV in the full cluster. At the first of these 2ε_L = 2(4.80 − 0.807) = 7.99 eV, equal to U_eff = 7.987 eV. The three-state Dyson threshold lies near −T = −2.598 eV, but T/U is about 0.3 here and the limit U ≫ T does not account for the closeness. At Δ = 0 the state is mainly d^9L while its leading natural orbital is still mainly metal; at Δ = −8 eV the ligand field is strongly inverted while d^9L holds a third of the weight. For this two-hole singlet the many-body statement and the orbital statement overlap in a range of Δ but do not coincide, as they did for the single hole of part (b).

**(j) Which results survive when the assumptions of the model are dropped?**

*Solution.* Part (d) needs only that H commutes with a group that maps metal on metal and ligand on ligand. With spin–orbit coupling the labels become those of the double group and spin ceases to be exact; with a distortion they become those of the lower group, in which formerly crossing levels may mix.

Part (e) needs only that H0 preserves the parity of n_L and that V reverses it. On-site ligand repulsion and density–density repulsion between metal and ligand conserve n_L and belong to H0, so the identity holds with the new state and the new averages Ē. On-site ligand repulsion also couples the b1g pair |LL⟩ to other ligand pairs such as a1g². Restricted to the three-state model these terms change the diagonal to (U, ε_L + U_dL, 2ε_L + U_LL). The argument of (f) then asks that the middle element be the lowest, and the natural-orbital threshold becomes 2ε_L + U_LL < U, since a and c still obey the first and third equations. Two-electron terms that move a pair of holes between metal and ligand connect even to even and can be counted in H0 without harming the identity.

The bound on δ_c rests on the absence of any interaction of the nonbonding hole. Ligand repulsion raises |LL⟩, but it also raises the states in which a nonbonding hole meets a second ligand hole, so the bound has to be rederived with both changes included.

All weights refer to a chosen orthonormal set of d and p orbitals, and another orthogonalization of overlapping atomic functions gives other weights and other thresholds for the same physical state; the term symbols and the energy differences between eigenstates do not depend on this choice. In a solid the ligand orbitals are shared among metal sites and form bands. In the single cluster, moving one hole to an uncoupled ligand level at ε_L and leaving the other in the one-hole ground state costs E1 + ε_L − E_S = δ_c. In a solid this cost competes with the energy the hole gains by moving between clusters, which this model does not contain.

Values computed for the example and the checks

```
A,B,C = 6.0,0.15,0.6 eV; pds,pdp,pps,ppp = 1.5,-0.7,0.6,-0.15 eV
T(b1g,a1g,b2g,eg) = 2.5981,1.5000,1.4000,0.9899 eV; Tpp = 0.75 eV
A-8B = 4.80 eV; A-3B+2C = 6.75 eV; U = 8.40 eV
ep-ed=-4 eV: d-like b1g,a1g,b2g,eg = 1.439,0.434,0.382,0.232 eV
   epsL = 3.25 eV, sigma* at 1.439 eV, ligand weight 0.235
ep-ed=+4 eV: d-like b1g,a1g,b2g,eg = -1.145,-0.586,-0.520,-0.232 eV
   epsL = -4.75 eV, sigma* at 5.895 eV, ligand weight 0.837
Delta/eV ground E(1A1g) E(3B1g)/eV | 1A1g: w(d8) w(d9L) w(d10L2) NO_L Dyson_L
+8 3B1g 5.456 3.806 | 0.801 0.192 0.006 0.122 0.126
+6 3B1g 4.928 3.558 | 0.682 0.304 0.014 0.183 0.195
+4 3B1g 4.087 3.178 | 0.516 0.451 0.033 0.268 0.296
+2 3B1g 2.844 2.573 | 0.343 0.589 0.068 0.366 0.416
+0 1A1g 1.195 1.619 | 0.207 0.666 0.127 0.462 0.526
-2 1A1g -0.825 0.224 | 0.118 0.665 0.217 0.555 0.611
-4 1A1g -3.204 -1.651 | 0.064 0.591 0.345 0.648 0.682
-6 1A1g -5.955 -4.071 | 0.032 0.468 0.500 0.740 0.753
-8 1A1g -9.059 -7.056 | 0.016 0.338 0.646 0.819 0.822
Example: Delta = -2.0 eV, epsL = 2.80 eV, DS = -5.60 eV, 2epsL = 5.60 eV
3-state: E = -0.7844 eV; a,b,c = 0.3276,0.8189,0.4713
3-state weights = 0.107,0.671,0.222
E1 = -1.5513 eV; alpha,gamma,t = 0.5658,0.8139,0.5971
3-state ligand fraction NO,Dyson,RHF = 0.562,0.620,0.574
full: ground 1A1g, E = -0.8249 eV; weights = 0.118,0.665,0.217
full: Eav_odd = 2.8011 eV, Eav_even = 6.3632 eV
full: ligand fraction NO,Dyson = 0.555,0.611; Ueff = 8.035 eV
E(3B1g)-E(1A1g) = 1.049 eV
E(3A1g)-E(1A1g) = 3.625 eV = 0.1332 hartree
delta_c = 2.074 eV = 0.0762 hartree; lower bound 0.981 eV
3B1g/1A1g crossing at Delta = 1.224 eV = 0.0450 hartree
3-state thresholds DS: NO -4.200, RHF -4.200, Dyson -2.668 eV
3-state thresholds Delta: NO -0.600, Dyson 0.932 eV
full thresholds Delta: NO -0.807 (Ueff 7.987), Dyson 0.510 eV
one bond scaled by 1.2: <C4> = 0.9849
```
